# Spin-Orbit Splitting of the Silicon Donor 1s(T2) Level: test program

```python
"""Spin-orbit structure of the six-valley donor 1s manifold in Td symmetry.

Result under test: A1 x G6 = G6, E x G6 = G8, T2 x G6 = G7 + G8.
Levels: G6 = E_A; G7 = E_T - lam; the two G8 quartets are the roots of
[[E_E, g], [g, E_T + lam/2]], with g = kappa*sqrt(3/2).
E_A, E_E, E_T: spinless valley-orbit energies; lam: coefficient of L.S in T2;
kappa: spin-orbit coupling between E and T2. Energies are in meV.
"""
import itertools
import numpy as np
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
I2, I3 = np.eye(2), np.eye(3)
sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
valley_dirs = np.vstack([I3, -I3])

# Td: signed permutation matrices that leave the product x*y*z unchanged.
group = []
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        if np.prod(signs) == 1:
            R = np.diag(signs) @ I3[list(perm)]
            det = round(np.linalg.det(R))
            proper = det * R
            x, y, z, w = Rotation.from_matrix(proper).as_quat()
            U = w * I2 - 1j * np.einsum('a,aij->ij', [x, y, z], sigma)
            if np.trace(U).real < 0:
                U = -U
            for a in range(3):
                rotated = np.einsum('b,bij->ij', proper[:, a], sigma)
                assert np.allclose(U @ sigma[a] @ U.conj().T, rotated)
            P = np.array([[float(np.allclose(p, R @ q)) for q in valley_dirs]
                          for p in valley_dirs])
            group.append((R, det, U, P))
assert len(group) == 24

# Orbital basis in valley space; the factor i makes T2 functions real.
def even_state(w):
    w = np.array(w, float)
    w = w / np.linalg.norm(w)
    return np.concatenate([w, w]).astype(complex) / np.sqrt(2)

ket_A = even_state([1, 1, 1])
ket_u, ket_v = even_state([-1, -1, 2]), even_state([1, -1, 0])
ket_T = [1j * np.concatenate([e, -e]) / np.sqrt(2) for e in I3]
ket_va = [even_state(w) for w in ([0, 1, -1], [-1, 0, 1], [1, -1, 0])]
outer = lambda p, q: np.outer(p, q.conj())
proj_A = outer(ket_A, ket_A)
proj_E = outer(ket_u, ket_u) + outer(ket_v, ket_v)
proj_T = sum(outer(t, t) for t in ket_T)

# Characters, and reduction by orthogonality.
chi_valley = np.array([np.trace(P) for R, d, U, P in group])
chi_A = np.ones(24)
chi_A2 = np.array([d for R, d, U, P in group], float)
chi_E = np.array([np.trace(proj_E @ P).real for R, d, U, P in group])
chi_T2 = np.array([np.trace(R) for R, d, U, P in group])
chi_T1 = chi_T2 * chi_A2
chi6 = np.array([np.trace(U).real for R, d, U, P in group])
chi7, chi8 = chi6 * chi_A2, chi6**3 - 2 * chi6
single = [chi_A, chi_A2, chi_E, chi_T1, chi_T2]
double = [chi6, chi7, chi8]

def reduce_char(chi, irreps):
    raw = np.array([np.mean(chi * c) for c in irreps])
    assert np.allclose(raw, np.round(raw), atol=1e-10)
    return [int(n) for n in np.round(raw)]

for irreps in (single, double):
    gram = np.array([[np.mean(p * q) for q in irreps] for p in irreps])
    assert np.allclose(gram, np.eye(len(irreps)))
valley_content = reduce_char(chi_valley, single)
prodA, prodE, prodT = [reduce_char(c * chi6, double)
                       for c in (chi_A, chi_E, chi_T2)]
assert valley_content == [1, 0, 1, 0, 1]
assert prodA == [1, 0, 0] and prodE == [0, 0, 1] and prodT == [0, 1, 1]
EE = reduce_char(chi_E**2, single)
ET = reduce_char(chi_E * chi_T2, single)
AT = reduce_char(chi_A * chi_T2, single)
chi_T2_sq = np.array([np.trace(R @ R) for R, d, U, P in group])
TT_anti = reduce_char((chi_T2**2 - chi_T2_sq) / 2, single)
assert EE == [1, 1, 1, 0, 0] and ET == [0, 0, 0, 1, 1]
assert AT[3] == 0 and TT_anti == [0, 0, 0, 1, 0]

# Five candidate invariant operators in the 12-dimensional space.
eps = np.zeros((3, 3, 3))
for a, b, c in itertools.permutations(range(3)):
    eps[a, b, c] = round(np.linalg.det(I3[[a, b, c]]))
L_vec = -1j * eps
Tmat = np.array(ket_T).T
LS = sum(np.kron(Tmat @ L_vec[a] @ Tmat.conj().T, sigma[a] / 2)
         for a in range(3))
K = np.zeros((12, 12), complex)
for a in range(3):
    M = 1j * outer(ket_va[a], ket_T[a])
    K += np.kron(M + M.conj().T, sigma[a])
invariants = [np.kron(p, I2) for p in (proj_A, proj_E, proj_T)] + [LS, K]

def level_formula(EA, EE_, ET_, lam, kappa):
    upper_diag = ET_ + lam / 2
    mean = (EE_ + upper_diag) / 2
    root = np.sqrt(((EE_ - upper_diag) / 2)**2 + 1.5 * kappa**2)
    return EA, ET_ - lam, mean - root, mean + root

def full_spectrum(levels):
    return np.sort(np.repeat(levels, [2, 2, 4, 4]))

# Random Hermitian matrices, averaged over the group and time reversal.
swap = np.roll(np.eye(6), 3, axis=0)
theta = np.kron(swap, 1j * sigma[1])
reps = [np.kron(P, U) for R, d, U, P in group]
samples_group, samples_full = [], []
for trial in range(14):
    X = rng.normal(size=(12, 12)) + 1j * rng.normal(size=(12, 12))
    X = X + X.conj().T
    Hg = sum(D @ X @ D.conj().T for D in reps) / 24
    H = (Hg + theta @ Hg.conj() @ theta.conj().T) / 2
    samples_group.append(np.r_[Hg.real.ravel(), Hg.imag.ravel()])
    samples_full.append(np.r_[H.real.ravel(), H.imag.ravel()])
    coeff = [np.trace(O @ H).real / np.trace(O @ O).real for O in invariants]
    assert np.allclose(H, sum(c * O for c, O in zip(coeff, invariants)))
    assert np.allclose(np.linalg.eigvalsh(H),
                       full_spectrum(level_formula(*coeff)), atol=1e-10)
    eg = np.linalg.eigvalsh(Hg)
    sizes = [len(s) for s in np.split(eg, np.where(np.diff(eg) > 1e-8)[0] + 1)]
    assert sorted(sizes) == [2, 2, 4, 4]
n_group = np.linalg.matrix_rank(np.array(samples_group), tol=1e-8)
n_full = np.linalg.matrix_rank(np.array(samples_full), tol=1e-8)
assert n_group == 6 and n_full == 5

# Core model: p functions are vectors, d functions symmetric traceless tensors.
Q_u = np.diag([-1, -1, 2]) / np.sqrt(6)
Q_v = np.diag([1, -1, 0]) / np.sqrt(2)
Q_t = [np.abs(eps[a]) / np.sqrt(2) for a in range(3)]
Q_all = [Q_u, Q_v] + Q_t
L_d = np.array([[[np.trace(q.T @ (L_vec[a] @ r - r @ L_vec[a]))
                  for r in Q_all] for q in Q_all] for a in range(3)])
frame = np.array([ket_u, ket_v] + ket_T).T

def core_model(ap, ad, ae, zeta_p, zeta_d):
    amp_d = np.diag([ae, ae, ad, ad, ad])
    H = np.zeros((12, 12), complex)
    for a in range(3):
        orbital = zeta_d * amp_d @ L_d[a] @ amp_d
        orbital[2:, 2:] += zeta_p * ap**2 * L_vec[a]
        H += np.kron(frame @ orbital @ frame.conj().T, sigma[a] / 2)
    lam_core = ap**2 * zeta_p - ad**2 * zeta_d
    kappa_core = -ae * ad * zeta_d
    assert np.allclose(H, lam_core * LS + kappa_core * K)
    return lam_core, kappa_core

core_p = core_model(0.3, 0.2, 0.25, 10.0, 2.0)
core_d = core_model(0.1, 0.4, 0.25, 10.0, 2.0)
assert core_p[0] > 0 > core_d[0]

# Worked example with round model parameters, in meV.
onsite, opposite, adjacent, lam, kappa = -36.5, -3.5, -5.0, 0.6, 0.2
V = np.full((6, 6), adjacent)
for i in range(6):
    V[i, i], V[i, (i + 3) % 6] = onsite, opposite
E_A = onsite + opposite + 4 * adjacent
E_E = onsite + opposite - 2 * adjacent
E_T = onsite - opposite
assert np.allclose(V, E_A * proj_A + E_E * proj_E + E_T * proj_T)
H = np.kron(V, I2) + lam * LS + kappa * K
energy, states = np.linalg.eigh(H)
levels = level_formula(E_A, E_E, E_T, lam, kappa)
assert np.allclose(energy, full_spectrum(levels))
first = np.linalg.eigvalsh(np.kron(V, I2) + lam * LS)
first_split = first[4] - first[2]
assert np.isclose(first_split, 1.5 * lam)
split = energy[4] - energy[2]
g = kappa * np.sqrt(1.5)
gap = E_E - E_T - lam / 2
shift_E = energy[8] - E_E
assert np.isclose(shift_E, g**2 / gap, rtol=0.03)  # next order is (g/gap)^2

def orbital_weight(projector, sl):
    block = states[:, sl]
    full = np.kron(projector, I2)
    return np.trace(block.conj().T @ full @ block).real / block.shape[1]

weight_E = orbital_weight(proj_E, slice(4, 8))
weight_E_in_G7 = orbital_weight(proj_E, slice(2, 4))
assert np.isclose(weight_E, (1 - gap / np.sqrt(gap**2 + 4 * g**2)) / 2)
assert abs(weight_E_in_G7) < 1e-12
for sl, label in ((slice(0, 2), chi6), (slice(2, 4), chi7),
                  (slice(4, 8), chi8), (slice(8, 12), chi8)):
    block = states[:, sl]
    found = [np.trace(block.conj().T @ D @ block) for D in reps]
    assert np.allclose(found, label, atol=1e-9)

# Stress along z shifts the valleys and lowers the symmetry.
stress = 0.1
shift = stress * np.diag([-1, -1, 2, -1, -1, 2])
stressed = np.linalg.eigvalsh(H + np.kron(shift, I2))
assert np.allclose(stressed[::2], stressed[1::2])
stress_split = stressed[10] - stressed[8]
assert abs(stress_split - 2 * stress) < 0.01  # second-order mixing is left out

print("Valley content [A1,A2,E,T1,T2]:", valley_content)
print("Products with G6, counts of [G6,G7,G8]:")
print("  A1:", prodA, " E:", prodE, " T2:", prodT)
print("ExE [A1,A2,E,T1,T2]:", EE, " ExT2:", ET)
print("Antisymmetric T2xT2:", TT_anti, " A1xT2:", AT)
print("Characters: valleys, E, T2, G6, G7, G8, ExG6, T2xG6")
classes = {"E": (3, 1), "C3": (0, 1), "C2": (-1, 1),
           "S4": (-1, -1), "sigma_d": (1, -1)}
for name, key in classes.items():
    i = next(j for j, item in enumerate(group)
             if (round(np.trace(item[0])), item[1]) == key)
    row = [chi_valley[i], chi_E[i], chi_T2[i], chi6[i], chi7[i], chi8[i],
           chi_E[i] * chi6[i], chi_T2[i] * chi6[i]]
    print(f"  {name:8s}", " ".join(f"{round(c, 3) + 0.0:7.3f}" for c in row))
print("Free real constants, Td only:", n_group)
print("Free real constants, Td and time reversal:", n_full)
print(f"Core model 1 (ap,ad,ae=0.3,0.2,0.25; zeta_p,d=10,2 meV):")
print(f"  lambda = {core_p[0]:.3f} meV, kappa = {core_p[1]:.3f} meV")
print(f"Core model 2 (ap,ad,ae=0.1,0.4,0.25; zeta_p,d=10,2 meV):")
print(f"  lambda = {core_d[0]:.3f} meV, kappa = {core_d[1]:.3f} meV")
print(f"On-site energy = {onsite:.1f} meV")
print(f"Opposite-valley coupling = {opposite:.1f} meV")
print(f"Adjacent-valley coupling = {adjacent:.1f} meV")
print(f"lambda = {lam:.1f} meV, kappa = {kappa:.1f} meV")
print(f"Spinless A1, E, T2 = {E_A:.1f}, {E_E:.1f}, {E_T:.1f} meV")
print(f"G8 coupling g = {g:.4f} meV")
print(f"G8 diagonal gap E_E-E_T-lambda/2 = {gap:.4f} meV")
for name, i, n in (("G6 (A1)", 0, 2), ("G7 (T2)", 2, 2),
                   ("G8 (T2)", 4, 4), ("G8 (E)", 8, 4)):
    print(f"Level {name}: {energy[i]:.4f} meV, degeneracy {n}")
print(f"T2 splitting without E-T2 mixing = {first_split:.4f} meV")
print(f"T2 splitting with E-T2 mixing = {split:.4f} meV")
print(f"Shift of the E quartet = {shift_E:.4f} meV")
print(f"Second-order estimate g^2/gap = {g**2 / gap:.4f} meV")
print(f"E weight in the T2 quartet = {weight_E:.5f}")
print(f"E weight in the T2 doublet = {abs(weight_E_in_G7):.5f}")
print(f"Stress shifts of x,y,z valleys = {-stress:.1f}, {-stress:.1f},"
      f" {2 * stress:.1f} meV")
print(f"Splitting of the E quartet under stress = {stress_split:.4f} meV")
print("no test failed")
```

It prints:

```
Valley content [A1,A2,E,T1,T2]: [1, 0, 1, 0, 1]
Products with G6, counts of [G6,G7,G8]:
  A1: [1, 0, 0]  E: [0, 0, 1]  T2: [0, 1, 1]
ExE [A1,A2,E,T1,T2]: [1, 1, 1, 0, 0]  ExT2: [0, 0, 0, 1, 1]
Antisymmetric T2xT2: [0, 0, 0, 1, 0]  A1xT2: [0, 0, 0, 0, 1]
Characters: valleys, E, T2, G6, G7, G8, ExG6, T2xG6
  E          6.000   2.000   3.000   2.000   2.000   4.000   4.000   6.000
  C3         0.000  -1.000   0.000   1.000   1.000  -1.000  -1.000   0.000
  C2         2.000   2.000  -1.000   0.000   0.000   0.000   0.000   0.000
  S4         0.000   0.000  -1.000   1.414  -1.414   0.000   0.000  -1.414
  sigma_d    2.000   0.000   1.000   0.000   0.000   0.000   0.000   0.000
Free real constants, Td only: 6
Free real constants, Td and time reversal: 5
Core model 1 (ap,ad,ae=0.3,0.2,0.25; zeta_p,d=10,2 meV):
  lambda = 0.820 meV, kappa = -0.100 meV
Core model 2 (ap,ad,ae=0.1,0.4,0.25; zeta_p,d=10,2 meV):
  lambda = -0.220 meV, kappa = -0.200 meV
On-site energy = -36.5 meV
Opposite-valley coupling = -3.5 meV
Adjacent-valley coupling = -5.0 meV
lambda = 0.6 meV, kappa = 0.2 meV
Spinless A1, E, T2 = -60.0, -30.0, -33.0 meV
G8 coupling g = 0.2449 meV
G8 diagonal gap E_E-E_T-lambda/2 = 2.7000 meV
Level G6 (A1): -60.0000 meV, degeneracy 2
Level G7 (T2): -33.6000 meV, degeneracy 2
Level G8 (T2): -32.7220 meV, degeneracy 4
Level G8 (E): -29.9780 meV, degeneracy 4
T2 splitting without E-T2 mixing = 0.9000 meV
T2 splitting with E-T2 mixing = 0.8780 meV
Shift of the E quartet = 0.0220 meV
Second-order estimate g^2/gap = 0.0222 meV
E weight in the T2 quartet = 0.00803
E weight in the T2 doublet = 0.00000
Stress shifts of x,y,z valleys = -0.1, -0.1, 0.2 meV
Splitting of the E quartet under stress = 0.1974 meV
no test failed
```
